# Shear viscosity and Gurzhi channel resistivity of a two-dimensional electron fluid

**Q.** You treat electrons in a narrow two-dimensional channel as a viscous fluid. I have a Boltzmann equation, and there is no viscosity in it. What are you assuming?

**A.** A degenerate two-dimensional Fermi gas with a parabolic band: mass $m$, charge $-e$, degeneracy $g$, Landau parameters neglected, $k_F l\gg1$, linear dc response, Gaussian units. Momentum sums become $\int g\,d^2p/(2\pi\hbar)^2=N_F\int d\varepsilon\,\langle\dots\rangle$, with $N_F=gm/2\pi\hbar^2$ and $\langle\dots\rangle$ the average over the velocity angle $\theta$, so $n=N_FE_F=N_Fp_Fv_F/2$. The field $E$ points along $x$, and everything depends on $y$ alone. Write
$$\delta f=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)p_F\,\phi(y,\theta),\qquad \phi=\sum_j\phi_j e^{ij\theta}.$$
A Fermi sea drifting with velocity $u$ has $f_0(\varepsilon-p_xu)\approx f_0+(-\partial_\varepsilon f_0)p_Fu\cos\theta$, so in this normalization it is $\phi=u\cos\theta$. The force term is $-eE\,\partial f_0/\partial p_x=eEv_F\cos\theta\,(-\partial_\varepsilon f_0)$. Dividing by $(-\partial_\varepsilon f_0)p_F$, using $v_F/p_F=1/m$, and moving this term to the right gives
$$v_F\sin\theta\,\partial_y\phi=a\cos\theta-\sum_j\gamma_j\phi_je^{ij\theta},\qquad a=-\frac{eE}{m}.$$
Isotropy makes the collision operator diagonal in $j$, with $\gamma_{-j}=\gamma_j$. That each harmonic has one energy-independent rate is a model assumption. Particle conservation gives $\gamma_0=0$. Electron-electron collisions conserve momentum, which in a parabolic band is proportional to the current, so they do not enter $\gamma_1=\gamma_{mr}=v_F/l_{mr}$.

**Q.** How do the fluid variables come out of $\phi$?

**A.** As angular moments, with $\int d\varepsilon(-\partial_\varepsilon f_0)=1$. Define $u=2\langle\phi\cos\theta\rangle=\phi_1+\phi_{-1}$. The momentum density is $N_Fp_F^2\langle\phi\cos\theta\rangle=N_Fp_F^2u/2=nmu$, because $N_Fp_F^2/2=np_F/v_F=nm$. The current density is $-eN_Fv_Fp_F\langle\phi\cos\theta\rangle=-neu$. The flux of $x$-momentum along $y$ is
$$\Pi_{xy}=N_Fp_F^2v_F\langle\phi\sin\theta\cos\theta\rangle=2nmv_F\langle\phi\sin\theta\cos\theta\rangle .$$
Multiply the kinetic equation by $2\cos\theta$ and average. With $2\langle\cos^2\theta\rangle=1$,
$$\frac{1}{nm}\partial_y\Pi_{xy}=a-\gamma_{mr}u .$$
This balance needs no gradient expansion, but it is not closed until $\Pi_{xy}$ is known.

**Q.** Then close it. What is the viscosity?

**A.** $\Pi_{xy}$ projects $\phi$ on $\sin\theta\cos\theta=\tfrac12\sin2\theta$, the second harmonic. Let the streaming term act on the drifting part:
$$v_F\sin\theta\,\partial_y(u\cos\theta)=v_Fu'\sin\theta\cos\theta .$$
This is a pure second harmonic. To first order in gradients it is balanced by $-\gamma_2\phi^{(2)}$, so $\phi^{(2)}=-(v_Fu'/\gamma_2)\sin\theta\cos\theta$. Since $\langle\sin^2\theta\cos^2\theta\rangle=\langle\sin^22\theta\rangle/4=1/8$,
$$\Pi_{xy}=-2nmv_F\,\frac{v_Fu'}{\gamma_2}\,\frac18=-nm\,\frac{v_F^2}{4\gamma_2}\,u' .$$
The definition $\Pi_{xy}=-\eta u'$ gives
$$\nu=\frac{\eta}{nm}=\frac{v_F^2}{4\gamma_2}=\frac{v_Fl}{4},\qquad l=\frac{v_F}{\gamma_2}.$$
The factor $1/4$ is $2\times\frac18$. The minus sign says that momentum flows from fast layers to slow ones. Fewer collisions mean a larger viscosity, since an electron carries its momentum across the layers over a distance $l$.

**Q.** I expected $l_{ee}$ there. Is $l$ the same thing?

**A.** It is in a limit. Isotropic impurity scattering contributes $-\gamma_{mr}(\phi-\langle\phi\rangle)$, which damps every harmonic with $j\ne0$. Hence $\gamma_2=\gamma_{ee}+\gamma_{mr}$, where $\gamma_{ee}=v_F/l_{ee}$ is defined as the electron-electron relaxation rate of the second harmonic, and $1/l=1/l_{ee}+1/l_{mr}$. The form $\nu=v_Fl_{ee}/4$ holds for $l_{ee}\ll l_{mr}$, with relative correction $-l_{ee}/l_{mr}$.

**Q.** You need finite temperature for collisions, yet you put all electrons on the Fermi circle.

**A.** For a constant $\tau_2=1/\gamma_2$ the thermal smearing can be kept ($k_B=1$). Streaming the local equilibrium gives $\delta f=-\tau_2v_yp_xu'(-\partial_\varepsilon f_0)$, and $p_x^2v_y^2=4\varepsilon^2\sin^2\theta\cos^2\theta$ averages to $\varepsilon^2/2$. So $\eta=\frac12\tau_2N_F\int d\varepsilon\,\varepsilon^2(-\partial_\varepsilon f_0)=\frac12\tau_2N_F(\mu^2+\pi^2T^2/3)$, where $\pi^2T^2/3$ is the variance of the weight $-\partial_\varepsilon f_0$ about $\mu$. From $n=N_FT\ln(1+e^{\mu/T})$, $\mu=E_F$ up to terms of order $e^{-E_F/T}$. Since $nmv_F^2/4=N_FE_F^2/2$, the viscosity gains the factor $1+\pi^2T^2/3E_F^2$. A momentum-plane quadrature tests this and gives 1.008225 at $T/E_F=0.05$. An energy-dependent rate would change the coefficient, so I drop the factor below.

**Q.** You ignored the third harmonic, which streams back into the second. If odd harmonics relax slowly, does $\nu$ survive?

**A.** Solve the whole hierarchy for a transverse force $\propto e^{iky}$. With $\beta=kv_F/2$, one has $ikv_F\sin\theta=\beta(e^{i\theta}-e^{-i\theta})$, and the coefficient of $e^{ij\theta}$ reads
$$\gamma_j\phi_j+\beta(\phi_{j-1}-\phi_{j+1})=\tfrac a2\,\delta_{|j|,1}.$$
Under $\theta\to\pi-\theta$ streaming and collisions are unchanged while $\cos\theta$ flips sign, so $\phi$ is odd: $(-1)^j\phi_{-j}=-\phi_j$. This gives $\phi_0=0$ and $\phi_{-1}=\phi_1=u/2$. Define $S_j=-\beta\phi_j/\phi_{j-1}$. For $j\ge2$ the equation is $\phi_j(\gamma_j+S_{j+1})=-\beta\phi_{j-1}$, so $S_j=\beta^2/(\gamma_j+S_{j+1})$. For $j=1$ it is $\phi_1(\gamma_1+S_2)=a/2$. Therefore
$$\Gamma(k)\equiv\frac au=\gamma_1+\cfrac{\beta^2}{\gamma_2+\cfrac{\beta^2}{\gamma_3+\dots}}=\gamma_1+\frac{v_F^2}{4\gamma_2}k^2-\frac{v_F^4k^4}{16\gamma_2^2\gamma_3}+\dots$$
The expansion uses $S_2\approx(\beta^2/\gamma_2)(1-\beta^2/\gamma_2\gamma_3)$. The $k^2$ term is $\nu k^2$ and does not contain $\gamma_3$. What $\gamma_3$ controls is the range of validity, $k^2v_F^2\ll4\gamma_2\gamma_3$, so slow odd harmonics demand longer wavelengths. A solution of the kinetic equation on an angular grid tests the fraction and both terms for three spectra of rates. With $v_F=1$, $k=0.02$, $\gamma_2=1$, $\gamma_3=0.2$ the stress gives $4\gamma_2\nu/v_F^2=0.99950$, which is $1-\beta^2/\gamma_2\gamma_3=1-10^{-4}/0.2$.

If $\gamma_j=\gamma$ for all $j\ge2$, then $S(\gamma+S)=\beta^2$, and the root that vanishes at $k=0$ gives
$$\Gamma=\gamma_1+\tfrac12\left(\sqrt{\gamma^2+k^2v_F^2}-\gamma\right).$$

**Q.** Accepted. What is the resistivity of a channel $|y|<W/2$ if the fluid sticks to the walls?

**A.** Insert $\Pi_{xy}=-nm\nu u'$ into the momentum balance: $\nu u''-\gamma_{mr}u=-a$. A particular solution is $u_\infty=a/\gamma_{mr}$. The homogeneous solutions are $e^{\pm y/D}$ with the Gurzhi length
$$D=\sqrt{\nu/\gamma_{mr}}=\tfrac12\sqrt{l\,l_{mr}} .$$
Symmetry selects $\cosh(y/D)$, and $u(\pm W/2)=0$ fixes its weight:
$$u=u_\infty\left[1-\frac{\cosh(y/D)}{\cosh x}\right],\qquad x=\frac{W}{2D}.$$
The width average of $\cosh(y/D)$ is $(2D/W)\sinh x=\sinh x/x$. The mean current density is $\bar j=-ne\bar u=(ne^2E/m\gamma_{mr})(1-\tanh x/x)$; the two minus signs, from the charge and from $a$, cancel. With $\rho=E/\bar j$,
$$\rho=\frac{\rho_0}{1-\tanh x/x},\qquad\rho_0=\frac{m\gamma_{mr}}{ne^2}.$$
A numerical boundary-value solution tests this at $x=0.3$, 2 and 8.

**Q.** Show me that it contains both Poiseuille and Ohmic flow.

**A.** For $x\ll1$, $\tanh x=x-x^3/3+2x^5/15-\dots$, so $1-\tanh x/x=(x^2/3)(1-2x^2/5+\dots)$ and
$$\rho=\frac{3\rho_0}{x^2}+\frac65\rho_0+O(x^2\rho_0).$$
Since $3/x^2=12D^2/W^2=12\nu/\gamma_{mr}W^2$, the first term is
$$\rho_P=\frac{12m\nu}{ne^2W^2}=\frac{3p_Fl}{ne^2W^2},$$
which has no explicit $\gamma_{mr}$: momentum is lost to the walls, the profile is a parabola, and $\rho_P$ is proportional to the mean free path. For $x\gg1$, $\tanh x\to1$ up to $e^{-2x}$, and $\rho=\rho_0/(1-2D/W)$. This is Ohmic plug flow in a channel narrowed by one length $D$ at each wall.

**Q.** Why $6/5$? I would simply add the two resistivities.

**A.** Multiply the flow equation by $nmu$ and integrate by parts; the wall terms vanish because $u=0$ there. This gives $\rho\bar j^2W=\int(\eta u'^2+nm\gamma_{mr}u^2)\,dy$. The flow equation is the stationarity condition of the right side at fixed $\int u\,dy$, with $2nma$ as the multiplier, so to first order in $\gamma_{mr}$ the friction term may be evaluated on the unperturbed parabola. Dividing it by $\bar j^2W=n^2e^2\bar u^2W$ gives $\rho_0\overline{u^2}/\bar u^2$. For $u\propto1-\sigma^2$, $|\sigma|<1$, the averages are $2/3$ and $8/15$, and $(8/15)/(4/9)=6/5$. The frictional dissipation is quadratic in the local velocity, so a non-uniform profile costs more than a plug. The rule $\rho_0+\rho_P$ has both leading limits right, but at its worst it falls short of the no-slip formula by 11.0%, at $x\approx3.49$.

**Q.** And the claim that more collisions lower the resistance?

**A.** The derivative of $\tanh x/x$ is $(2x-\sinh2x)/(2x^2\cosh^2x)$, negative for $x>0$ because $\sinh 2x>2x$. So $\rho$ falls as $x$ grows. At fixed $W$, $n$ and $l_{mr}$, a shorter $l_{ee}$ reduces $D$, raises $x$ and lowers $\rho$ toward $\rho_0$. This is the Gurzhi effect: collisions slow the transport of momentum to the walls. It appears as a fall of $\rho$ with temperature if heating shortens $l_{ee}$ while $\rho_0$ stays nearly fixed; a rising $\gamma_{mr}$ works against it.

**Q.** My main doubt is the wall. Electrons arriving there still carry drift momentum, so why should $u$ vanish?

**A.** In the kinetic model solved next it does not vanish; no-slip is the leading term for small $l$. The next order is a slip condition, $u=\mp\zeta u'$ at $y=\pm W/2$. With $u=u_\infty[1-A\cosh(y/D)]$ it reads $1-A\cosh x=(\zeta/D)A\sinh x$, so $A=1/[\cosh x+(\zeta/D)\sinh x]$, and the same average gives
$$\frac{\rho_0}{\rho}=1-\frac{\tanh x/x}{1+(\zeta/D)\tanh x}.$$
The boundary-value test covers this form too. For a single wall at $y=0$ define the deficit $\delta=\int_0^\infty(1-u/u_\infty)\,dy$. With $u=u_\infty(1-Ae^{-y/D})$ and $u=\zeta u'$ one finds $A=1/(1+\zeta/D)$ and $\delta=AD=D-\zeta+\zeta^2/D-\dots$

**Q.** That trades one assumption for a free parameter. Can you compute $\zeta$?

**A.** In a definite model: $\gamma_j=\gamma=\gamma_{ee}+\gamma_{mr}$ for all $|j|\ge2$, so $l=v_F/\gamma$, and fully diffuse walls. Let $\epsilon=\gamma_{mr}/\gamma$. The odd parity found above removes the constant and $\sin\theta$ components, so the collision term is $-\gamma_{mr}\phi-\gamma_{ee}(\phi-u\cos\theta)$, and
$$l\sin\theta\,\partial_y\phi+\phi=s\cos\theta,\qquad s=\frac a\gamma+(1-\epsilon)u .$$
A diffuse wall re-emits isotropically, and an isotropic function odd under $\theta\to\pi-\theta$ is zero, so $\phi=0$ for outgoing directions. For $\sin\theta>0$ the integrating factor gives $\phi=\cos\theta\int_{-W/2}^y dy'\,s(y')\,e^{-(y-y')/l\sin\theta}/(l\sin\theta)$, and the mirror image holds for $\sin\theta<0$. Then $u=\frac1\pi\int_0^{2\pi}\phi\cos\theta\,d\theta$, with two quadrants for each sign of $\sin\theta$, becomes $u(y)=\int K(y-y')s(y')\,dy'$ over the channel, where
$$K(y)=\frac2\pi\int_0^{\pi/2}d\theta\,\cos^2\theta\,\frac{e^{-|y|/l\sin\theta}}{l\sin\theta}.$$
Let $t=kl$ and $R=\sqrt{1+t^2}$. The transform of $e^{-|y|/b}/b$ is $2/(1+k^2b^2)$, so $\hat K=2\langle\cos^2\theta/(1+t^2\sin^2\theta)\rangle$. The substitution $w=\tan\theta$ gives $\langle(1+t^2\sin^2\theta)^{-1}\rangle=\frac2\pi\int_0^\infty dw/(1+R^2w^2)=1/R$. Writing $\cos^2\theta=[R^2-(1+t^2\sin^2\theta)]/t^2$ yields $\hat K=2(R-1)/t^2=2/(R+1)$. Without walls $a/u=\gamma/\hat K-\gamma_{ee}=\gamma_{mr}+\gamma(R-1)/2$, the same $\Gamma(k)$ as from the continued fraction.

**Q.** With a wall the convolution is cut off. How do you solve it?

**A.** By the Wiener-Hopf method on $y>0$, lengths in units of $l$. Let $s_+$ vanish for $y<0$, and let $h_-$, vanishing for $y>0$, be whatever makes $s_+-(1-\epsilon)K*s_+=(a/\gamma)\Theta(y)+h_-$ hold on the whole line. Transform with $e^{ity}$, taking $t$ just above the real axis so that $\Theta\to i/t$:
$$N\hat s_+=\frac{ia}{\gamma t}+\hat h_-,\qquad N=1-(1-\epsilon)\hat K=\frac{R-1+2\epsilon}{R+1}.$$
Here $\hat s_+$ is analytic in the upper half-plane and $\hat h_-$ in the lower. On the real axis $N>0$ and $\ln N$ falls as $1/|t|$, so $N=N_+N_-$ with $\ln N_+(t)=\frac1{2\pi i}\int dt'\ln N(t')/(t'-t)$, the factors being analytic, free of zeros and tending to 1 in their half-planes. Divide by $N_-$ and subtract the pole at $t=0$:
$$N_+\hat s_+-\frac{ia}{\gamma tN_-(0)}=\frac{ia}{\gamma t}\left[\frac1{N_-(t)}-\frac1{N_-(0)}\right]+\frac{\hat h_-}{N_-}.$$
The left side is analytic above, the right side below, and both vanish at infinity, so both are zero by Liouville's theorem. Thus $\hat s_+=ia/[\gamma tN_+(t)N_-(0)]$. At small $t$, $\hat s_+=s_\infty(i/t-\delta_s+\dots)$, where $\delta_s$ is the deficit of $s$. Comparing terms gives $s_\infty=a/\gamma N(0)=a/\gamma_{mr}=u_\infty$ and $\delta_s=i(\ln N_+)'(0)$. Differentiate the Cauchy integral and subtract the constant $\ln N(0)$, which is allowed because $\int dt'/(t'-i0)^2=0$; the integrand is then regular and even:
$$\delta_s=\frac1\pi\int_0^\infty\frac{dt}{t^2}\ln\frac{N(t)}{N(0)} .$$
Set $\cos\alpha=1-2\epsilon$. Integration by parts leaves no boundary term, since the logarithm is $O(t^2)$ at zero and bounded at infinity. With $dR/dt=t/R$ and $t=\sinh\xi$, so that $dt/R=d\xi$,
$$\delta_s=\frac1\pi\int_0^\infty d\xi\left[\frac1{\cosh\xi-\cos\alpha}-\frac1{\cosh\xi+1}\right].$$
The substitution $w=\tanh(\xi/2)$ turns the first integral into $\int_0^1dw/[\sin^2\frac\alpha2+w^2\cos^2\frac\alpha2]=(2/\sin\alpha)\arctan\cot\frac\alpha2=(\pi-\alpha)/\sin\alpha$ and the second into $\int_0^1dw=1$. Because $s_\infty-s=(1-\epsilon)(u_\infty-u)$, restoring $l$,
$$\delta=\frac{l}{1-\epsilon}\left[\frac1{\sin\alpha}-\frac1\pi\left(1+\frac{\alpha}{\sin\alpha}\right)\right].$$
At $\epsilon=0.1$ this is $1.11885\,l$; a discretized solution of the integral equation in a wide channel gives $1.11880\,l$.

Now expand. $D^2=v_F^2/4\gamma\gamma_{mr}=l^2/4\epsilon$ and $\sin\alpha=2\sqrt{\epsilon(1-\epsilon)}$, so the first term is $D(1-\epsilon)^{-3/2}\approx D+\frac32\epsilon D=D+3l^2/8D$. In the second, $\alpha/\sin\alpha\to1$. Hence $\delta=D-2l/\pi+3l^2/8D+O(\epsilon l)$, and comparison with $D-\zeta$ gives
$$\zeta=\frac{2l}{\pi}.$$
An independent test uses $\gamma_{mr}=0$, where $\nu u''=-a$ with slip gives a centre velocity $(a/2\nu)(W^2/4+\zeta W)$. Matching kinetic solutions at three widths to this form plus a constant returns $\nu=0.25003\,v_Fl$ and $\zeta=0.6368\,l$, against $1/4$ and $0.6366$. The value $2/\pi$ belongs to this collision model and to diffuse walls.

**Q.** So how wrong is the no-slip formula?

**A.** Expand the slip formula to first order in $\zeta/D=2x\,\zeta/W$:
$$\frac{\rho_{\rm no\,slip}}{\rho_{\rm slip}}-1\approx\frac{2\tanh^2x}{1-\tanh x/x}\,\frac{\zeta}{W}.$$
The prefactor tends to $2x^2/(x^2/3)=6$ for $x\ll1$ and to 2 for $x\gg1$, so no-slip overestimates $\rho$ by a relative amount of order $l/W$, provided also $l\ll D$. At $x=2$ the prediction is $2.284\,l/W$. Relative to the kinetic solution, the no-slip errors are 10.3%, 5.42% and 2.78% at $W/l=20$, 40 and 80. Removing the second-order term from the last two by extrapolation gives the coefficient 2.277. The slip formula differs from the computed kinetic values by 0.124%, 0.035% and 0.007%, but the last digit is not significant. The grid, with cells of size $l/40$, raises the effective viscosity by about $10^{-4}$ (compare $0.25003$ above), and at $x=2$ one has $d\ln\rho/d\ln\nu=(\tanh x/x-\cosh^{-2}x)/[2(1-\tanh x/x)]\approx0.4$. This bulk effect alone would make the computed kinetic $\rho$ about 0.004% too high. The estimate leaves out the grid error at the walls, which makes the actual shift depend on $W/l$: in the limit of zero cell size the three residuals rise by about 0.001, 0.002 and 0.003 percentage points, so the residual at $W/l=80$ is about 0.010%. The bulk shift, multiplied by $160-40=120$ in the extrapolation, would by itself lower the extrapolated coefficient by about 0.005. For a single wall the $l^2/D$ terms nearly cancel, $3/8$ from the kinetic deficit against $4/\pi^2$ from the slip form. This single-wall comparison does not by itself fix the residual in a channel at $x=2$.

**Q.** Back to $l$ against $l_{ee}$. Does the kinetic solution say which one belongs in $D$?

**A.** It shows that the question lies beyond Navier-Stokes accuracy. The bulk decay $e^{-\kappa y}$ comes from the zero of $N$ at $t=i\kappa l$: $\sqrt{1-\kappa^2l^2}=\cos\alpha$, which has a solution for $\epsilon<1/2$. Then $\kappa l=\sin\alpha$, or $1/\kappa^2=v_F^2/4\gamma_{ee}\gamma_{mr}=l_{ee}l_{mr}/4$. In this model the true decay length contains $l_{ee}$, although the stress coefficient contains $l$. At $\epsilon=0.1$ the kinetic profile gives $\kappa l=0.6000$, against $l/D=0.6325$. The source is the $k^4$ term. Setting $\Gamma(i\kappa)=0$ gives $\gamma_1=\nu\kappa^2(1+v_F^2\kappa^2/4\gamma_2\gamma_3)$, and inserting $\kappa^2\approx4\gamma_1\gamma_2/v_F^2$ in the bracket gives $\kappa^2\approx D^{-2}(1-\gamma_1/\gamma_3)$. For $\gamma_3=\gamma$ the factor is $1-\epsilon=l/l_{ee}$; for another $\gamma_3$ it is different. The difference between $l$ and $l_{ee}$, of relative order $\epsilon=l^2/4D^2$, is as large as the terms dropped in the gradient expansion.

**Q.** And when $l_{ee}$ is not small compared with $W$?

**A.** The gradient expansion fails, and the trend can reverse. For $l_{mr}=100W$ the kinetic model gives $\rho/\rho_0=30.10$, 52.53 and 13.68 at $l_{ee}/W=10^4$, 1 and 0.05, so $\rho$ first rises and then falls as $l_{ee}$ shrinks; the program tests this ordering. The no-slip formula, being monotonic, cannot show the rise. A plausible reading, not derived here, is that rare collisions deflect grazing electrons, which would otherwise fly far along the channel, into the walls.

**Q.** Put in numbers.

**A.** Take round model parameters: $g=2$, $m=0.1m_e=9.1094\times10^{-29}$ g, $n=10^{12}$ cm$^{-2}$, $W=4\times10^{-4}$ cm, $l_{mr}=2\times10^{-3}$ cm, $l_{ee}=2\times10^{-5}$ cm. Then $k_F=\sqrt{2\pi n}=2.5066\times10^6$ cm$^{-1}$, $p_F=\hbar k_F=2.6434\times10^{-21}$ g cm/s, $v_F=p_F/m=2.9019\times10^7$ cm/s and $\tau_{mr}=l_{mr}/v_F=6.8921\times10^{-11}$ s. With $e=4.8032\times10^{-10}$ esu,
$$\rho_0=\frac{p_F}{ne^2l_{mr}}=\frac{2.6434\times10^{-21}}{10^{12}(4.8032\times10^{-10})^2(2\times10^{-3})}=5.729\times10^{-12}\ \text{s/cm},$$
which is 5.15 Ω per square at $8.98755\times10^{11}$ Ω per s/cm. Next, $l=(5\times10^4+5\times10^2)^{-1}=1.9802\times10^{-5}$ cm, so $k_Fl=49.6$, $W/l=20.2$ and $\epsilon=0.0099$. The viscosity is $\nu=2.9019\times10^7\times1.9802\times10^{-5}/4=143.7$ cm$^2$/s (145.1 cm$^2$/s with $l_{ee}$), and $\eta=nm\nu=1.309\times10^{-14}$ g/s. Then $D=\sqrt{143.66\times6.8921\times10^{-11}}=9.950\times10^{-5}$ cm, $x=4\times10^{-4}/(2\times9.950\times10^{-5})=2.010$ and $\tanh x/x=0.4800$. The flow is in the crossover, with a centre velocity 1.42 times the mean, between the plug value 1 and the parabolic value $3/2$. The no-slip result is
$$\rho=\frac{5.729\times10^{-12}}{1-0.4800}=1.102\times10^{-11}\ \text{s/cm}\approx9.9\ \Omega .$$
The Poiseuille term is $3\rho_0/2.010^2=4.254\times10^{-12}$ s/cm, and the additive rule gives $9.98\times10^{-12}$ s/cm, 9.4% below the no-slip formula. With $\zeta=2l/\pi=1.2606\times10^{-5}$ cm, one has $\zeta/D=0.1267$, $\tanh x=0.4800\times2.010=0.9648$ and $1+0.1267\times0.9648=1.1222$, so
$$\rho=\frac{5.729\times10^{-12}}{1-0.4800/1.1222}=1.001\times10^{-11}\ \text{s/cm}\approx9.00\ \Omega .$$
The kinetic value is $9.998\times10^{-12}$ s/cm, or 8.99 Ω. Relative to it, no-slip is 10.2% high and the slip formula 0.12% high. The additive rule lands close to the kinetic value here because its deficit of 9.4% happens to offset the no-slip excess of 10.2%.

Halving $l_{ee}$ to $10^{-5}$ cm gives $\nu=72.2$ cm$^2$/s, $D=7.05\times10^{-5}$ cm, $x=2.8355$, $\tanh x/x=0.3503$, and $\rho=5.729\times10^{-12}/0.6497=8.82\times10^{-12}$ s/cm, or 7.9 Ω, without slip. The kinetic value is $8.44\times10^{-12}$ s/cm, or 7.59 Ω, which no-slip exceeds by 4.4%; the additive $7.87\times10^{-12}$ s/cm now lies clearly below it, so the earlier agreement does not persist. The resistivity drops by 20.0% in the no-slip formula and by 15.6% in the kinetic model. The no-slip drop is larger because its overestimate of $\rho$ shrinks from 10.2% to 4.4%: $l/W$ is halved, and the growth of $x$ from 2.01 to 2.84 lowers the prefactor $2\tanh^2x/(1-\tanh x/x)$ from 3.58 to 3.04. The numerical check that follows prints these results; the few intermediate numbers it omits follow from them by the arithmetic shown. All these comparisons hold within the model: sharp Fermi circle, isotropic impurities, diffuse walls and one rate for all $|j|\ge2$. In a real gas $k_Fl_{ee}\approx50$ and 25 require $T/E_F$ of roughly 0.1 and 0.15 or more, where the dropped factor $1+\pi^2T^2/3E_F^2$ is already 1.03 and 1.07. Odd harmonics also relax more slowly than even ones at low $T$, and odd rates one fifth of the even ones would lower the first kinetic $\rho$ by about 1%. The 0.12% agreement of the slip formula is therefore not the accuracy to expect for a device.

## Values computed for the example and the checks

```
eta/(n m vF^2 tau/4) at T/EF=0.05: 1.008225
equal: g2=1.0, g3=1.0, 4 g2 nu/v^2 at k=0.02: 0.99990
slow odd: g2=1.0, g3=0.2, 4 g2 nu/v^2 at k=0.02: 0.99950
growing: g2=2.0, g3=4.5, 4 g2 nu/v^2 at k=0.02: 0.99999
additive rule: largest deficit 11.01 % at x=3.487
kinetic Poiseuille: nu/(v l)=0.25003, zeta/l=0.6368, 2/pi=0.6366
eps=0.1: delta/l formula 1.11885, kinetic 1.11880
eps=0.1: kappa*l kinetic 0.6000, exact 0.6000, l/D 0.6325
x=2, W/l=20: rho error no-slip 10.309 %, slip 0.124 %
x=2, W/l=40: rho error no-slip 5.417 %, slip 0.035 %
x=2, W/l=80: rho error no-slip 2.778 %, slip 0.007 %
x=2 error coefficient of l/W: predicted 2.2844, kinetic 2.2772
l_mr=100W, l_ee/W=1e4,1,0.05: kinetic rho/rho0 = 30.10, 52.53, 13.68
g=2, m=9.1094e-29 g (0.1 m_e), n=1e+12 cm^-2, W=4e-04 cm, l_mr=2e-03 cm
hbar=1.05457e-27 erg s, e=4.80320e-10 esu, 1 s/cm=8.98755e+11 ohm
kF=2.5066e+06 cm^-1, pF=2.6434e-21 g cm/s, vF=2.9019e+07 cm/s
EF=3.8354e-14 erg, tau_mr=6.8921e-11 s
rho0=5.7289e-12 s/cm = 5.1489 ohm
-- l_ee=2.0e-05 cm: l=1.9802e-05 cm, kF l=49.6, W/l=20.20, eps=0.00990
nu=143.66 cm^2/s (vF l_ee/4=145.09 cm^2/s), eta=1.3086e-14 g/s
D=9.9504e-05 cm, x=2.0100, tanh(x)/x=0.4800, zeta=1.2606e-05 cm
u(0)/<u> no-slip = 1.4167
rho_P=4.2542e-12 s/cm, additive=9.9831e-12 s/cm (-9.38 %)
rho no-slip=1.1017e-11 s/cm = 9.9012 ohm, rho/rho0=1.9230
rho slip=1.0010e-11 s/cm = 8.9968 ohm (0.12 % from kinetic)
rho kinetic=9.9981e-12 s/cm = 8.9858 ohm (no-slip high by 10.19 %)
-- l_ee=1.0e-05 cm: l=9.9502e-06 cm, kF l=24.9, W/l=40.20, eps=0.00498
nu=72.19 cm^2/s (vF l_ee/4=72.55 cm^2/s), eta=6.5757e-15 g/s
D=7.0535e-05 cm, x=2.8355, tanh(x)/x=0.3503, zeta=6.3345e-06 cm
u(0)/<u> no-slip = 1.3590
rho_P=2.1377e-12 s/cm, additive=7.8666e-12 s/cm (-10.78 %)
rho no-slip=8.8172e-12 s/cm = 7.9245 ohm, rho/rho0=1.5391
rho slip=8.4444e-12 s/cm = 7.5895 ohm (0.03 % from kinetic)
rho kinetic=8.4420e-12 s/cm = 7.5873 ohm (no-slip high by 4.44 %)
halving l_ee: rho changes -19.96 % no-slip, -15.56 % kinetic
```
